Why noisy Arrhenius fits of one process show false compensation

**Question.** A single activated process, with one barrier and one prefactor, is measured many times over the same set of temperatures. Each study fits an Arrhenius line. When the fitted log prefactors are plotted against the fitted barriers, the points fall on a nearly straight line, as if a higher barrier were compensated by a larger prefactor. Nothing in the process varies, so where does the line come from, and what sets its slope?

**Answer.**

**The mechanism**

An Arrhenius plot shows y = ln k against x = 1/(k_B T). The data occupy a narrow strip of x far from x = 0, but the log prefactor is the height of the fitted line at x = 0. Noise does two things to the line: it raises or lowers it as a whole, and it tilts it about the middle of the data. A tilt hardly changes the rates inside the strip, but over the long extrapolation to x = 0 it becomes a large change of intercept. The tilt is also the error of the barrier. One error therefore appears in both fitted parameters, multiplied in the intercept by the distance from the data to x = 0.

**The fit**

Let n rates be measured at fixed reported temperatures T_i, and define

x_i = 1/(k_B T_i), x̄ = (1/n) Σ x_i, d_i = x_i − x̄, S = Σ d_i², s² = S/n.

The line y = B − E x, with B = ln A, is fitted by unweighted least squares, which minimises Σ (y_i − B + E x_i)². Setting the derivative with respect to B to zero gives

B = ȳ + E x̄.

Every fitted line thus passes through its own centroid (x̄, ȳ). The derivative with respect to E gives Σ x_i (y_i − B + E x_i) = 0. Inserting B turns the bracket into (y_i − ȳ) + E d_i, which sums to zero, so x_i in front of it may be replaced by d_i. Since Σ d_i = 0, the term in ȳ drops out and

E = −Σ d_i y_i / S.

**The slope**

Write y_i = ln A₀ − E₀ x_i + ε_i, where the errors ε_i are independent and have the same variance σ² at every temperature. They need not be Gaussian, and a common mean only shifts B. Then

Var(E) = Σ d_i² σ² / S² = σ²/S,

Cov(ȳ, E) = −Σ d_i σ² / (nS) = 0.

The second line says that height at the centroid and tilt are uncorrelated. From B = ȳ + E x̄ it follows that

Cov(B, E) = Cov(ȳ, E) + x̄ Var(E) = x̄ σ²/S.

The regression of B on E over many studies has slope Cov(B, E)/Var(E), so

slope = x̄ = (1/n) Σ 1/(k_B T_i) = 1/(k_B T_hm), T_hm = n / Σ (1/T_i).

The harmonic mean appears because the fit is linear in 1/T. The noise strength, the true barrier and the true prefactor have all cancelled.

The tightness of the line follows from

Var(B) = σ²/n + x̄² σ²/S = (σ²/S)(s² + x̄²),

r = Cov(B, E)/√(Var(B) Var(E)) = x̄/√(x̄² + s²).

For a narrow window, s ≪ x̄, this is about 1 − s²/(2x̄²). Better measurements shrink the cloud of points without making it rounder. A wider temperature range does make it rounder: r would fall to 0.71 if s equalled x̄.

The direction of the regression matters. Regressing E on B, and then reading that line as B against E, gives Var(B)/Cov(B, E) = x̄ + s²/x̄ = x̄/r², which is slightly steeper.

**An example: hydrogen leaving silicon**

Take H₂ desorption from the hydrogen-covered Si(100) surface, with E₀ = 2.5 eV and A₀ = 10¹⁵ s⁻¹. Kinetic Monte Carlo supplies the noise. A surface of L = 1000 dimers, each refilled at once after desorption, has total event rate Lk. A run ends after M = 100 events, at time t, and the estimated rate is M/(Lt).

This stopping rule produces equal variances. The quantity G = Lkt is a sum of M independent exponential waiting times of unit mean, so the average of G^q is Γ(M+q)/Γ(M). The logarithm of this average generates the cumulants of ln G. Its first two derivatives at q = 0 are the digamma function ψ(M) and the trigamma function ψ₁(M). Since ln(M/(Lt)) = ln k + ln M − ln G, the error of ln k has mean ln M − ψ(M) = 0.005 and standard deviation √ψ₁(M) = 0.100, whatever the temperature.

At 700, 740, 780, 820 and 860 K, x is 16.578, 15.682, 14.878, 14.152 and 13.494 eV⁻¹. Hence x̄ = 14.957 eV⁻¹, S = 5.949 eV⁻² and s = 1.091 eV⁻¹. The first study gave these rates in s⁻¹:

9.429×10⁻⁴, 1.0786×10⁻², 7.755×10⁻², 0.5023, 2.204.

Their logarithms are −6.967, −4.530, −2.557, −0.689 and 0.790, with mean ȳ = −2.790. The sum Σ d_i y_i is −14.98 eV⁻¹, so

E = 14.98/5.949 = 2.518 eV,

B = −2.790 + 2.518 × 14.957 = 34.87 (A in s⁻¹).

The true B is 34.54. A barrier error of 0.018 eV has carried the intercept up by 0.018 × 14.957 = 0.27, and the height error at the centroid supplies the remaining 0.06.

Over many studies the formulas give a standard deviation of 0.1003/√5.949 = 0.041 eV for E and 0.62 for B, or 0.27 decades in A. The predicted correlation is 0.9974. In 40000 simulated studies the correlation was 0.9974 and the slope 14.961 ± 0.005 eV⁻¹ (standard error), against the predicted 14.957 eV⁻¹, which corresponds to T_hm = 775.9 K. The arithmetic mean, 780 K, would require 14.878 eV⁻¹, some fifteen standard errors away. With 25 events per run the spread of E doubled to 0.082 eV, while the slope stayed at 14.965 eV⁻¹.

**What ten fits show**

With N studies, the sample slope is x̄ plus the regression slope of ȳ on E. For Gaussian noise, ȳ and E are independent because they are uncorrelated. At given values of E the extra term then has mean zero and variance (σ²/n)/Q, where Q is the sum of squared deviations of E from its sample mean. Q is σ²/S times a chi-squared variable with N − 1 degrees of freedom, whose reciprocal has mean 1/(N − 3). Therefore

standard deviation of the slope = √[(S/n)/(N − 3)] = s/√(N − 3), for N > 3.

Again σ cancels. Ten fits give 1.091/√7 = 0.41 eV⁻¹, and groups of ten in the simulation scattered by 0.413 eV⁻¹.

The first ten studies had a correlation of 0.998 but a slope of 14.20 eV⁻¹, equivalent to 817 K. That is 1.8 standard deviations below x̄. A small collection of fits can thus look almost perfectly linear and still misplace the pivot temperature by tens of kelvin.

These ten fits also show how to expose the artefact. Their B values span 2.39, from 33.24 to 35.63. Their fitted ln k at T_hm, which is B − E x̄ = ȳ, spans only 0.16. Under the assumptions above, this quantity is uncorrelated with E; over all studies the correlation was 0.004. Plotting it against E removes the false trend caused by such noise, though not one caused by the shared thermometer offsets treated below. The plot cannot settle every case, because a real compensation whose common-rate temperature happened to equal T_hm would also leave it flat. A spread of E well beyond the σ/√S expected from noise would then be a clue, provided σ includes all independent errors, those of temperature as well as those of counting, and provided errors shared within a study are excluded. A thermometer that reads correctly near T_hm but whose gain varies by 2 % between studies (under 2 K at the ends of the range) adds about 0.02 × E₀ = 0.05 eV in quadrature to the spread of E and leaves the plot nearly flat, with no real compensation at all.

**When the noise is unequal**

If the variance is σ_i² at temperature T_i, the covariance of ȳ with E no longer vanishes:

Cov(ȳ, E) = −Σ d_i σ_i²/(nS), Var(E) = Σ d_i² σ_i²/S²,

slope = x̄ − (S/n) Σ d_i σ_i² / Σ d_i² σ_i².

Simulations of fixed duration are of this kind. With the duration set to give 100 expected events at 700 K, about 223000 are expected at 860 K, and σ_i² is roughly one over the expected count. The coldest point, with d₁ = 1.621 eV⁻¹, supplies nearly all of Var(E). Keeping it alone gives

slope ≈ x̄ − s²/d₁ = 14.957 − 1.190/1.621 = 14.22 eV⁻¹.

The full formula and the simulation both give 14.206 eV⁻¹, or 817 K. The agreement with the slope of the ten fits above is a coincidence.

If each point is instead weighted by w_i = 1/σ_i², the centroid and the deviations d_i are taken with these weights. The covariance of height and tilt is then proportional to Σ w_i² d_i σ_i² = Σ w_i d_i = 0, and the slope is the weighted mean of x. Here that is 13.641 eV⁻¹, or 851 K, close to the hot end where the counts are large.

**When the thermometer is wrong**

Suppose all points of one study are really at T_i + δ. Because dx/dT = −k_B x², the measured y_i shifts, to first order in δ, by E₀ k_B δ x_i². Insert x_i² = x̄² + 2x̄ d_i + d_i² into the fit and define g = Σ d_i³/S. Then

ΔE = −E₀ k_B δ (2x̄ + g),

ΔB = E₀ k_B δ (x̄² + s²) + x̄ ΔE = −E₀ k_B δ (x̄² − s² + x̄ g).

Their ratio is the slope produced by offsets alone:

b = (x̄² − s² + x̄ g)/(2x̄ + g).

For a narrow window this is about x̄/2, so the apparent common-rate temperature is about twice T_hm. Here b = 7.48 eV⁻¹, or 1551 K, far outside the measured range. A pivot far from T_hm is therefore no proof of real compensation. The value of b belongs to a constant offset only. An error proportional to T rescales x, so it changes E and leaves B untouched, giving slope zero. An error that vanishes near T_hm and grows linearly away from it gives a slope close to x̄.

When independent noise and offsets act together, their variances and covariances add, and the slope is the average of x̄ and b weighted by their contributions to Var(E). Offsets with a standard deviation of 3 K contribute 0.0194 eV to the spread of E, against 0.0411 eV from counting. The offset share of the variance is 0.0194²/(0.0194² + 0.0411²) = 0.18, so

slope = 14.957 − 0.18 × (14.957 − 7.480) ≈ 13.6 eV⁻¹.

The simulation gave 13.57 eV⁻¹.

**Beside real silicon epitaxy**

Hydrogen desorption limits silane epitaxy at low temperature, and the barrier and prefactor used here are rough typical values. Of the departures sized in this section, imperfect thermometry shifts the slope most. Offsets shared by all points of a study, but varying between studies with a standard deviation of 3 K (a rough laboratory figure), move the pivot from 776 to 854 K when added to the counting noise. An offset identical in every study would not change the slope. Independent errors at each point, with a standard deviation of 2 K, move the pivot only to 784 K. Instant refilling also fails. At 1 Torr of silane, with a rough reactive sticking probability of 10⁻⁵ and one dimer refilled per reacting molecule, the refill rate at 860 K is about 6.2 s⁻¹ per open dimer. In a mean-field balance, desorption from covered dimers equals refilling of open ones, so the open fraction at 860 K is 2.2/(2.2 + 6.2), about a quarter. The Arrhenius plot bends and the fitted barrier falls to about 2.4 eV. One dimer per molecule is a simplification: the four hydrogen atoms of silane can cover two dimers, and counting both would double the refill rate, reduce the open fraction to about 15 % and weaken the bend. The compensation slope stays at x̄, because a bend common to all studies shifts the mean of E and B but not their scatter, provided the noise remains equal. The simulation draws events at the mean-field rate, which keeps the noise equal, and gave 14.955 eV⁻¹. In runs that start at the steady coverage, random refilling of individual dimers would make the hot counts slightly more regular and lower the slope a little. The remaining figures are in the numerical output.

Computed results

```
barrier 2.5 eV, prefactor 1e+15 1/s
dimers 1000, events per run 100, studies 40000
T (K), x (1/eV), true k (1/s), k of study 1 (1/s):
  700  16.578  1.0018e-03  9.4291e-04
  740  15.682  9.4129e-03  1.0786e-02
  780  14.878  7.0285e-02  7.7550e-02
  820  14.152  4.3134e-01  5.0231e-01
  860  13.494  2.2361e+00  2.2036e+00
xbar 14.957 1/eV, S 5.949 1/eV^2, s 1.091 1/eV
harmonic mean T 775.88 K, arithmetic 780.00 K
noise of ln k: 0.1003; bias of ln k: 0.0050
true ln(A s) 34.539
first ten studies: E (eV), ln(A s), ln(k s) at T_hm:
  2.518  34.87  -2.790
  2.514  34.73  -2.874
  2.492  34.50  -2.769
  2.456  33.91  -2.824
  2.515  34.75  -2.859
  2.524  34.82  -2.921
  2.513  34.70  -2.884
  2.512  34.73  -2.845
  2.574  35.63  -2.865
  2.407  33.24  -2.757
these ten: slope 14.20 1/eV, T 817 K
these ten: correlation 0.9979
sd of ten-fit slope: formula 0.412 1/eV
sd of ten-fit slope: simulated 0.413 1/eV
all studies: slope 14.961 +- 0.005 1/eV
all studies: T from slope 775.63 K
slope for arithmetic mean T 14.878 1/eV
correlation: formula 0.99735, simulated 0.99736
sd of E: formula 0.0411, simulated 0.0410 eV
sd of lnA: formula 0.616, simulated 0.615
sd of log10 A, formula: 0.268 decades
reverse regression: formula 15.036 1/eV
reverse regression: simulated 15.041 1/eV
correlation of ln k(T_hm) with E: 0.0044
sd of ln k(T_hm): 0.0446
25 events: slope 14.965 1/eV, sd E 0.0824 eV
fixed time: counts 100 to 223198
slopes (1/eV) formula, simulated; T (K) from formula:
  fixed time, unweighted: 14.206, 14.206; 816.9
  fixed time, weighted: 13.641, 13.642; 850.7
  shared offset 3 K + noise: 13.590, 13.567; 853.9
  point errors 2 K + noise: 14.807, 14.810; 783.7
  incomplete refilling: 14.957, 14.955; 775.9
offset alone: slope 7.480 1/eV, T 1551 K
sd of E from 3 K offset: 0.0194 eV
ln k noise from 2 K: 0.078 (860 K) to 0.118 (700 K)
silane 1.0 Torr, sticking 1e-05
refill rate at 860 K: 6.23 1/s per dimer
open dimers at 860 K: 26.4 %
fitted E with incomplete refilling: 2.416 eV
```
